# CO from N2 by Alchemical Perturbation Theory: Parity, Response and Basis Error

## The problem

Two nuclei, A and B, sit a fixed distance $R$ apart and share 14 electrons. Their charges are

$$Z_A=7+\lambda,\qquad Z_B=7-\lambda .$$

At $\lambda=0$ the molecule is N$_2$; at $\lambda=1$ it is CO, with oxygen at A. Let $E(\lambda)$ be the total energy, nuclear repulsion included. The aim is to obtain $E(1)$ from a calculation on N$_2$ and its derivatives at $\lambda=0$.

Atomic units are used: energies in hartree, lengths in bohr. Since $\lambda$ is a pure number, all derivatives of $E$ are in hartree. The numerical level is closed-shell Hartree–Fock with real orbitals, and $R=2.1$ bohr (1.11 Å) for both molecules. Electron correlation and the change of bond length are left out.

1. Show that the odd derivatives of $E$ vanish at $\lambda=0$, and state what this requires of the state and of the basis set.
2. Express $E''(0)$ through the density response kernel, and derive that kernel in Hartree–Fock theory.
3. Predict the energy of CO to second and fourth order.
4. Compare with a self-consistent calculation on CO. Separate the error of the truncated series from that of the basis set, and find where the latter comes from.

## Hints

**Hint 1.** What does the reflection that exchanges A and B do to the Hamiltonian? What does it do to the basis functions?

**Hint 2.** The energy is stationary with respect to the orbitals, so its first derivative needs no orbital response. Differentiate that first derivative once more.

**Hint 3.** At every $\lambda$ the Fock matrix has no elements between occupied and virtual orbitals. Expand this condition to first order.

**Hint 4.** To which number does the series converge, if it converges: the energy of CO in which basis?

**Hint 5.** Take a 1s function with exponent $\zeta$ in the field of a charge $Z\neq\zeta$. How far is its energy above the minimum?

## Solution

### 1. Parity

The electrons feel the potential

$$v_\lambda(\mathbf r)=-\frac{7+\lambda}{|\mathbf r-\mathbf A|}-\frac{7-\lambda}{|\mathbf r-\mathbf B|}
=v_0(\mathbf r)+\lambda\,\Delta v(\mathbf r),$$

$$\Delta v(\mathbf r)=-\frac1{|\mathbf r-\mathbf A|}+\frac1{|\mathbf r-\mathbf B|}.$$

The nuclear repulsion is $(7+\lambda)(7-\lambda)/R=(49-\lambda^2)/R$.

Let $P$ reflect all electrons in the plane midway between the nuclei. It leaves the kinetic energy and the electron repulsion unchanged. It exchanges the distances to A and B, so $v_0$ is even and $\Delta v$ is odd. The nuclear repulsion is even in $\lambda$. Therefore

$$P\,H(\lambda)\,P^{-1}=H(-\lambda).$$

The two Hamiltonians have the same spectrum, and their ground-state energies agree: $E(\lambda)=E(-\lambda)$. The argument carries over to Hartree–Fock theory, because $P$ turns a Slater determinant into a Slater determinant and preserves its energy when $\lambda$ changes sign. In a finite basis the reflected determinant must still be available, so the basis must be mapped onto itself by $P$. Identical functions on the two centres satisfy this.

Differentiating $E(\lambda)=E(-\lambda)$ $n$ times at zero gives $E^{(n)}(0)=(-1)^nE^{(n)}(0)$. For odd $n$ this reads $E^{(n)}(0)=-E^{(n)}(0)$, hence $E^{(n)}(0)=0$.

The derivatives must exist. Consider one electron and two infinitely distant nuclei of charge $Z\pm\lambda$. The electron chooses the stronger nucleus, and $E_{\rm el}=-(Z+|\lambda|)^2/2$. This is even but has a cusp at $\lambda=0$, where two states are degenerate. We therefore assume a non-degenerate, symmetric state at $\lambda=0$ that changes smoothly with $\lambda$. Then

$$E(1)=E(0)+\frac{E''(0)}2+\frac{E''''(0)}{24}+\dots,$$

provided that the series converges at $\lambda=1$, which parity does not guarantee.

### 2. The second derivative

**From energy to density response.** The Hartree–Fock energy depends on $\lambda$ explicitly and through the orbitals. The second dependence contributes nothing to the first derivative, because the energy is stationary with respect to the orbitals. The basis does not depend on $\lambda$, so no further term arises:

$$E'(\lambda)=\int\rho_\lambda(\mathbf r)\,\Delta v(\mathbf r)\,d\mathbf r-\frac{2\lambda}{R}.$$

At $\lambda=0$ the density is even and $\Delta v$ is odd, which confirms $E'(0)=0$. Define the response kernel by $\delta\rho(\mathbf r)=\int\chi(\mathbf r,\mathbf r')\,\delta v(\mathbf r')\,d\mathbf r'$. With $\delta v=\lambda\Delta v$, a second differentiation gives

$$E''(0)=\iint\Delta v(\mathbf r)\,\chi(\mathbf r,\mathbf r')\,\Delta v(\mathbf r')\,d\mathbf r\,d\mathbf r'-\frac2R .$$

**Orbital response.** Let $i,j$ label occupied and $a,b$ virtual orbitals of N$_2$, with energies $\varepsilon$. To first order,

$$\varphi_i(\lambda)=\varphi_i+\lambda\sum_aU_{ai}\varphi_a,\qquad
\varphi_a(\lambda)=\varphi_a-\lambda\sum_jU_{aj}\varphi_j .$$

The minus sign keeps the two sets orthogonal: their overlap is $\lambda(U_{ai}-U_{ai})=0$. Mixing among the occupied orbitals is omitted because it leaves the density unchanged. Each occupied orbital holds two electrons, so $\rho=2\sum_i\varphi_i^2$ and

$$\rho'(\mathbf r)=4\sum_{ai}U_{ai}\,\varphi_a(\mathbf r)\varphi_i(\mathbf r).$$

One factor 2 is the occupation, the other comes from differentiating the square.

The Fock matrix is, with $(pq|rs)=\iint\varphi_p\varphi_q(\mathbf r)\,\varphi_r\varphi_s(\mathbf r')/|\mathbf r-\mathbf r'|\,d\mathbf r\,d\mathbf r'$ and $h$ the one-electron part at $\lambda=0$,

$$F_{pq}=h_{pq}+\lambda\Delta v_{pq}+\sum_j\left[2(pq|jj)-(pj|jq)\right].$$

Stationarity requires $\langle\varphi_a(\lambda)|F(\lambda)|\varphi_i(\lambda)\rangle=0$. Its first-order part has three sources:

- The change of the outer orbitals gives $\sum_bF_{ab}U_{bi}-\sum_jU_{aj}F_{ji}=(\varepsilon_a-\varepsilon_i)U_{ai}$, because $F$ is diagonal at $\lambda=0$.
- The external perturbation gives $\Delta v_{ai}$.
- The orbitals $j$ inside the mean field change by $\sum_bU_{bj}\varphi_b$. In the Coulomb term, $2(ai|jj)$ becomes $4(ai|bj)U_{bj}$, since $j$ occurs twice. In the exchange term, replacing each $j$ in turn gives $-[(ab|ij)+(aj|ib)]U_{bj}$.

The sum must vanish:

$$\sum_{bj}M_{ai,bj}U_{bj}=-\Delta v_{ai},$$

$$M_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+4(ai|bj)-(ab|ij)-(aj|ib).$$

Nothing here used the particular form of $\Delta v$. Inserting $U=-M^{-1}\delta v$ into the density response for any weak real potential $\delta v$ gives the kernel

$$\chi(\mathbf r,\mathbf r')=-4\sum_{ai,bj}\varphi_a(\mathbf r)\varphi_i(\mathbf r)\,[M^{-1}]_{ai,bj}\,\varphi_b(\mathbf r')\varphi_j(\mathbf r').$$

Consequently,

$$E''(0)=4\sum_{ai}\Delta v_{ai}U_{ai}-\frac2R=-4\,\Delta v^{T}M^{-1}\Delta v-\frac2R .$$

If $M$ is positive definite, as the numerical check confirms here, the electronic part is negative. The electrons move towards the strengthened nucleus and lower the energy. If an eigenvalue of $M$ approaches zero in a channel to which $\Delta v$ couples, the response diverges and the expansion loses its basis.

### 3. The prediction

The best of the five bases tried is cc-pVTZ with all contractions removed, so that each Gaussian has its own coefficient. With the same nitrogen functions on both centres,

$$E(0)=-108.9809,\qquad E''(0)=-6.6528-0.9524=-7.6052 .$$

The second number in the sum is $-2/R$. To second order,

$$E^{(2)}_{\rm CO}=-108.9809-\frac{7.6052}{2}=-112.7835\ \text{hartree}.$$

For the next term, differentiate the kernel result numerically. The same formula for $E''$ holds at $\lambda\neq0$ with the orbitals of that $\lambda$. Evenness gives $E''(h)=E''(0)+h^2E''''(0)/2+h^4E^{(6)}(0)/24+\dots$, hence

$$D(h)=\frac{2[E''(h)-E''(0)]}{h^2}=E''''(0)+\frac{h^2}{12}E^{(6)}(0)+\dots$$

The combination $[4D(h)-D(2h)]/3$ removes the $h^2$ term. With $h=0.1$ it gives $E''''(0)=0.1397$. The correction is $0.1397/24=0.0058$, and

$$E^{(4)}_{\rm CO}=-112.7835+0.0058=-112.7777\ \text{hartree}.$$

These digits belong to this basis and are not converged with respect to it. With the uncontracted s and p functions of cc-pVQZ and the same d and f functions, $E(0)$ becomes $-108.9868$, $E''(0)$ becomes $-7.6121$ and $E''''(0)$ becomes $0.128$; both predictions drop by about 0.01 hartree.

Two tests in the uncontracted cc-pVDZ basis support the way the derivatives are obtained. Finite differences of self-consistent energies give $E''=-7.577926$, equal to the kernel value to all printed digits. At $\lambda=0.25$, a point not used to find $E''''$, the second-order series misses the self-consistent energy by $2.7\times10^{-5}$ hartree and the fourth-order series by $4.5\times10^{-8}$ hartree.

### 4. Two different errors

All derivatives were taken in the nitrogen basis. If the series converges to the followed state, it converges to $E_{\rm N}(1)$, the energy of CO in the nitrogen basis. An ordinary calculation on CO uses oxygen functions on A and carbon functions on B and gives $E_{\rm own}$. Thus

$$E_{\rm series}-E_{\rm own}=\underbrace{E_{\rm series}-E_{\rm N}(1)}_{\text{truncation}}+\underbrace{E_{\rm N}(1)-E_{\rm own}}_{\text{basis mismatch}} .$$

More orders can reduce the first bracket but cannot touch the second. The results, in hartree, are as follows; "free" means uncontracted.

| Basis | Trunc., order 2 | Trunc., order 4 | Mismatch |
|---|---|---|---|
| STO-3G | −0.0172 | 0.0008 | 2.2258 |
| cc-pVDZ | 0.0269 | 0.0026 | 1.8397 |
| cc-pVDZ, s free | −0.0139 | −0.00003 | 0.0638 |
| cc-pVDZ, all free | −0.0071 | −0.0002 | 0.0178 |
| cc-pVTZ, all free | −0.0059 | −0.0001 | 0.0048 |

In ordinary cc-pVDZ, second order gives $-108.9517-3.8637/2=-110.8836$ hartree, close to $E_{\rm N}(1)=-110.9105$ but far from $E_{\rm own}=-112.7501$. The series does its work well and arrives at the wrong number. A small truncation error is no evidence of a good prediction.

**Where the mismatch comes from.** A normalized 1s function $\propto e^{-\zeta r}$ has kinetic energy $\zeta^2/2$ and $\langle1/r\rangle=\zeta$. In the field of a charge $Z$ its energy is

$$\epsilon(\zeta,Z)=\frac{\zeta^2}2-Z\zeta=-\frac{Z^2}2+\frac{(\zeta-Z)^2}2 .$$

A function made for $Z=7$ therefore lies $1/2$ hartree too high at $Z=8$, and equally at $Z=6$. Repulsion within a 1s pair does not alter this estimate. By scaling it equals $c\zeta$ with a constant $c$; this shifts the best exponent by the same amount for every $Z$ and leaves the quadratic penalty unchanged. Four core electrons with frozen functions cost about $4\times\tfrac12=2$ hartree, the size of the mismatch in the two contracted bases. This is an estimate, not a bound: it ignores the valence electrons and whatever freedom the contracted basis retains.

The same model shows what the second derivative loses. The relaxed energy $-Z^2/2$ has second derivative $-1$ with respect to $Z$. With $\zeta$ frozen, $\epsilon$ is linear in $Z$ and has none. A contracted core function can hardly contract or expand, and its contribution to $E''$ is largely missing.

Two calculations test this reading:

- Freeing the s functions alone removes 97% of the mismatch that is removed by freeing all functions of cc-pVDZ. The valence orbitals also use s functions, so this does not yet single out the core.
- The sum $4\sum_{ai}\Delta v_{ai}U_{ai}$ can be restricted to the two lowest occupied orbitals, which are the core. On freeing all functions, this part changes from $-0.321$ to $-3.552$, while the whole electronic part changes from $-2.911$ to $-6.626$. The core supplies $3.231/3.714$, or 87%, of the recovered response.

The contraction does little harm to the element for which it was made. Removing it lowers N$_2$ in cc-pVDZ by 0.0011 hartree and CO in its own basis by 0.0024 hartree. An accurate energy at $\lambda=0$ thus does not certify a basis for derivatives with respect to nuclear charge.

**A cancellation.** In the best basis, relative to CO in its own uncontracted cc-pVTZ basis, the total errors are

$$\text{order 2: }-0.0059+0.0048=-0.0011\ \text{hartree}\;(-2.8\ \text{kJ/mol}),$$

$$\text{order 4: }-0.0001+0.0048=+0.0048\ \text{hartree}\;(12.5\ \text{kJ/mol}),$$

where the sums were formed before rounding. Second order looks better because its truncation error happens to oppose the mismatch. The cancellation is specific to this basis: with the uncontracted s and p functions of cc-pVQZ the second-order truncation error stays at $-0.0054$ while the mismatch falls to $0.0015$, and the total errors become $-0.0039$ (order 2) and $+0.0015$ hartree (order 4). Fourth order is closer to the number the series is meant to represent. Neither figure measures the distance to experiment, since correlation, the remaining basis error of the reference and the change of geometry are not included.

## Variation 1: start from the basis of CO

*Put the cc-pVDZ functions of oxygen on A and those of carbon on B, and expand about $\lambda=0$ in this basis. Do the odd orders still vanish?*

The Hamiltonian at $\lambda=0$ is still symmetric, but the basis is not. Reflection turns the basis (O on A, C on B) into (C on A, O on B), so it relates energies in two different bases:

$$E_{\rm OC}(\lambda)=E_{\rm CO}(-\lambda).$$

This does not make either function even. The frozen-core model gives a rough estimate of the first derivative; it ignores the valence electrons and the relaxation of the cores. From $\partial\epsilon/\partial Z=-\zeta$, with two electrons in each core, $\zeta=8$ on A, $\zeta=6$ on B and $dZ_{A,B}/d\lambda=\pm1$,

$$E'(0)\approx-2\times8+2\times6=-4\ \text{hartree}.$$

The calculation gives $E'(0)=-3.6559$ and $E''(0)=-4.2018$. The starting energy, $-107.0896$, is poor for N$_2$, as it must be when both cores have the wrong size. The series then gives

$$-107.0896-3.6559=-110.7455,$$

$$-110.7455-\frac{4.2018}{2}=-112.8464\ \text{hartree}.$$

The target is now $E_{\rm own}=-112.7501$ itself, so there is no mismatch; the second-order truncation error, formed before rounding, is $-0.0962$ hartree. The price is a first-order term produced entirely by the basis.

Symmetry can be restored by placing the functions of both C and O on each centre. This larger basis is closed under reflection and contains the CO basis, so by the variational principle its lowest Hartree–Fock energy for CO cannot lie above that in the CO basis.

## Variation 2: neglect the response of the mean field

*Keep only the orbital-energy differences in $M$. How good is the second-order prediction in uncontracted cc-pVDZ?*

With $M_{ai,bj}\to(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}$, the inverse is immediate:

$$E''_{\rm unc}=-4\sum_{ai}\frac{(\Delta v_{ai})^2}{\varepsilon_a-\varepsilon_i}-\frac2R=-9.2494-0.9524=-10.2018 .$$

The prediction becomes $-108.952845-10.201816/2=-114.0538$ hartree. This is 1.319 hartree below the self-consistent energy in the same nitrogen basis, $-112.7347$. With the full $M$ the second-order error is $-0.0071$ hartree.

The omitted Coulomb term opposes the displacement of charge. Using $\rho'=4\sum U_{ai}\varphi_a\varphi_i$,

$$4\sum_{ai,bj}U_{ai}(ai|bj)U_{bj}=\frac14\iint\frac{\rho'(\mathbf r)\rho'(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'\ge0,$$

because it is a Coulomb self-energy. The two exchange terms together have the opposite sign. With $g(\mathbf r,\mathbf r')=\sum_{ai}U_{ai}\varphi_a(\mathbf r)\varphi_i(\mathbf r')$, the term $(ab|ij)$ gives $g(\mathbf r,\mathbf r')^2$ and the term $(aj|ib)$ gives $g(\mathbf r,\mathbf r')g(\mathbf r',\mathbf r)$ under the integral, so

$$-\sum_{ai,bj}U_{ai}\left[(ab|ij)+(aj|ib)\right]U_{bj}=-\frac12\iint\frac{[g(\mathbf r,\mathbf r')+g(\mathbf r',\mathbf r)]^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'\le0 .$$

Exchange thus favours the response while the Coulomb term opposes it, and these signs alone do not decide which prevails. In this molecule the net effect of the coupling is to reduce the electronic response from $-9.2494$ to $-6.6255$ hartree. The response of the mean field is therefore an essential part of the kernel here, not a small correction.

## Values computed for the example and the checks

```
R = 2.100 bohr = 1.1113 angstrom
Nuclear part of E'' = -0.952381 hartree
[STO-3G] basis functions: 10
  E(N2) = -107.498850; CO own basis = -111.221915 hartree
  E'' electronic = -2.076574; total = -3.028955 hartree
  E'''' = 0.43124; core part of E'' = -0.09859 hartree
  CO order 2 = -109.013328; order 4 = -108.995359 hartree
  CO SCF in N basis = -108.996150; basis mismatch = 2.225765 hartree
  truncation error: order 2 = -0.017178; order 4 = 0.000790 hartree
[cc-pVDZ] basis functions: 28
  E(N2) = -108.951709; CO own basis = -112.750147 hartree
  E'' electronic = -2.911312; total = -3.863693 hartree
  E'''' = -0.58268; core part of E'' = -0.32108 hartree
  CO order 2 = -110.883555; order 4 = -110.907833 hartree
  CO SCF in N basis = -110.910476; basis mismatch = 1.839672 hartree
  truncation error: order 2 = 0.026920; order 4 = 0.002642 hartree
[cc-pVDZ s-uncontracted] basis functions: 40
  E(N2) = -108.951949; CO own basis = -112.750416 hartree
  E'' electronic = -6.544868; total = -7.497249 hartree
  E'''' = 0.33384; core part of E'' = -3.56213 hartree
  CO order 2 = -112.700574; order 4 = -112.686664 hartree
  CO SCF in N basis = -112.686630; basis mismatch = 0.063786 hartree
  truncation error: order 2 = -0.013944; order 4 = -0.000034 hartree
[cc-pVDZ uncontracted] basis functions: 52
  E(N2) = -108.952845; CO own basis = -112.752545 hartree
  E'' electronic = -6.625545; total = -7.577926 hartree
  E'''' = 0.16593; core part of E'' = -3.55205 hartree
  CO order 2 = -112.741808; order 4 = -112.734894 hartree
  CO SCF in N basis = -112.734739; basis mismatch = 0.017806 hartree
  truncation error: order 2 = -0.007069; order 4 = -0.000155 hartree
[cc-pVTZ uncontracted] basis functions: 84
  E(N2) = -108.980890; CO own basis = -112.782444 hartree
  E'' electronic = -6.652849; total = -7.605230 hartree
  E'''' = 0.13968; core part of E'' = -3.55290 hartree
  CO order 2 = -112.783505; order 4 = -112.777685 hartree
  CO SCF in N basis = -112.777626; basis mismatch = 0.004818 hartree
  truncation error: order 2 = -0.005879; order 4 = -0.000059 hartree
Uncontracted DZ: E'' by energy differences = -7.577926 hartree
Uncontracted DZ: uncoupled electronic E'' = -9.249435 hartree
E(0.25)-E(-0.25) = 1.7e-13; third derivative = 5.9e-13 hartree
Remainder at 0.25: order 2 = 2.705e-05; order 4 = 4.503e-08 hartree
Relative error of density response = 6.5e-05 (no unit)
C/O cc-pVDZ basis at lam=0: E = -107.089582 hartree
  E' = -3.655909; E'' = -4.201801 hartree
  CO order 1 = -110.745491; order 2 = -112.846391 hartree
1s penalty per electron: O = 0.500000; C = 0.500000 hartree
Penalty for four core electrons = 2.000000 hartree
Share of mismatch removed by free s functions = 97.48 percent
Core share of recovered E'' = 86.99 percent
Uncontracted TZ, order 2: total error = -0.001061 hartree = -2.78 kJ/mol
Uncontracted TZ, order 4: total error = 0.004759 hartree = 12.50 kJ/mol
```
